# Bloch's Inelastic Transport Equation and the Bloch-Grüneisen Upper Bound

## Result

Electrons on a spherical Fermi surface scatter from longitudinal Debye phonons. The phonons stay in equilibrium, umklapp processes are left out, and phonon energies are small against the Fermi energy. Let \(\rho\) be the resistivity from Bloch's linearised transport equation, and \(\rho_{BG}\) the Bloch-Grüneisen value, obtained from a trial function constant in energy. If the Debye wavenumber satisfies \(q_D\le 2k_F\), then

\[
\rho\le\rho_{BG}=\frac{m}{ne^2}\,\frac{2\gamma\Gamma}{a^5}\int_0^a\frac{z^5\,dz}{4\sinh^2(z/2)} ,\qquad a=\frac{\Theta}{T},\quad \gamma=\frac{q_D^2}{2k_F^2}. \tag{1}
\]

Here \(\Theta\) is the Debye temperature and \(\Gamma\) a rate defined in (4). For the monovalent metal computed below, the relative gap \(\delta=1-\rho/\rho_{BG}\) is 0.23 % at 300 K and reaches 10.8 % near 45 K, with \(|\mathbf k|\) fixed at \(k_F\) (see the last section for the effect of the band energy).

## From the golden rule to an equation in energy

Let \(f_0\) be the Fermi function, \(x=(E-\mu)/kT\), and \(w=f_0(1-f_0)=1/[4\cosh^2(x/2)]\), so that \(\partial f_0/\partial E=-w/kT\). Write the distribution as \(f=f_0+w\varphi\). To first order \(f/(1-f)=(1+\varphi)f_0/(1-f_0)\), because \(d\ln[f/(1-f)]=df/[f(1-f)]\).

The net loss from \(\mathbf k\) to \(\mathbf k'\) is \(f(1-f')W-f'(1-f)W'\), where \(W'\) is the reverse rate. Factor out \((1-f)(1-f')\) and use detailed balance, \(f_0(1-f_0')W=f_0'(1-f_0)W'\equiv P\). The net loss becomes \(P(\varphi-\varphi')\), with \(P\) symmetric.

The force on an electron is \(-e\mathbf E\), so the steady state obeys

\[
-e\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial E}=\frac{e\mathbf E\cdot\mathbf v}{kT}\,w=-\sum_{\mathbf k'}P(\varphi-\varphi').
\]

Rotational symmetry permits \(\varphi=-(eEv_F/kT)\,(\hat{\mathbf k}\cdot\hat{\mathbf E})\,t(x)\), where \(t\) is a time. Averaging \(\hat{\mathbf k}'\) over azimuth about \(\mathbf k\) replaces \(\hat{\mathbf k}'\cdot\hat{\mathbf E}\) by \(\cos\theta\,\hat{\mathbf k}\cdot\hat{\mathbf E}\). The common factor cancels:

\[
w(x)=\sum_{\mathbf k'}P\,[t(x)-\cos\theta\,t(x')]. \tag{2}
\]

The current \(-e(2/V)\sum\mathbf v\,w\varphi\), with angular average \(1/3\) and density of states \(3n/(mv_F^2)\), gives

\[
\sigma=\frac{ne^2}{m}\int w\,t\,dx . \tag{3}
\]

For a deformation coupling \(C\), mass density \(\rho_m\) and sound speed \(c_s\), the squared matrix element is \(|M|^2=C^2\hbar q/(2\rho_mVc_s)\). Since \(|\mathbf k|\approx|\mathbf k'|\approx k_F\), we have \(q^2=2k_F^2(1-\cos\theta)\) and \(k_F^2|d\cos\theta|=q\,dq\). The sum over final states is therefore \(\frac{V}{4\pi^2\hbar v_F}\int dE'\int q\,dq\). Multiplying by \((2\pi/\hbar)|M|^2\) leaves

\[
\frac{C^2q^2dq}{4\pi\hbar v_F\rho_mc_s}=\Gamma\,\frac{z^2dz}{a^3},\qquad
\Gamma=\frac{C^2q_D^3}{4\pi\hbar v_F\rho_mc_s}, \tag{4}
\]

where \(z=\hbar c_sq/kT=aq/q_D\) because \(k\Theta=\hbar c_sq_D\).

Let \(z>0\) denote absorption and \(z<0\) emission, so that \(x'=x+z\). The phonon factors \(N\) and \(N+1\) are both equal to \(1/|e^z-1|\). With

\[
f_0(x)=\frac{e^{-x/2}}{2\cosh(x/2)},\quad 1-f_0(x')=\frac{e^{x'/2}}{2\cosh(x'/2)},\quad |e^z-1|=2e^{z/2}|\sinh(z/2)|,
\]

the exponentials cancel, and (2) becomes

\[
w(x)=\frac{\Gamma}{a^3}\int_{-a}^{a}\!dz\,S\,[t(x)-c(z)\,t(x+z)],\quad
S=\frac{z^2}{8\cosh\frac x2\cosh\frac{x+z}2\,|\sinh\frac z2|}, \tag{5}
\]

with \(c(z)=\cos\theta=1-\gamma z^2/a^2\). The kernel \(S\) is symmetric under exchange of initial and final energy.

## Upper and lower bounds

Call the right-hand side of (5) \(Lt\). Multiply \(Lu\) by a trial function \(u(x)\), integrate, and average the result with its copy in which \(x\) and \(x'\) are exchanged:

\[
Q[u]=\int u\,Lu\,dx=\frac{\Gamma}{2a^3}\iint S\,(u^2+u'^2-2c\,uu')\,dx\,dz . \tag{6}
\]

If \(q_D\le2k_F\), then \(\gamma\le2\) and \(|c|\le1\), so the integrand is at least \(S(|u|-|u'|)^2\ge0\). The Cauchy-Schwarz inequality for this positive form, with \(Lt=w\), gives

\[
\Big(\int wu\,dx\Big)^2=\Big(\int u\,Lt\,dx\Big)^2\le Q[t]\,Q[u]=\int wt\,dx\;Q[u].
\]

By (3), therefore,

\[
\rho=\frac{m}{ne^2}\frac1{\int wt\,dx}\le\frac{m}{ne^2}\frac{Q[u]}{(\int wu\,dx)^2}. \tag{7}
\]

Now take \(u=1\), for which \(\int w\,dx=1\) and the bracket in (6) is \(2(1-c)=2\gamma z^2/a^2\). The integral over \(x\) follows from \(f_0(x)-f_0(x')=(1-e^{-z})f_0(x)[1-f_0(x')]\) and \(\int[f_0(x)-f_0(x+z)]dx=z\):

\[
\int S\,dx=\frac{z^2}{|e^z-1|}\,\frac{z}{1-e^{-z}}=\frac{|z|^3}{4\sinh^2(z/2)} .
\]

Both signs of \(z\) contribute equally, and (7) becomes (1).

A lower bound follows from the identity

\[
u^2+u'^2-2c\,uu'=c\,(u-u')^2+(1-c)(u^2+u'^2). \tag{8}
\]

The first term describes exchange between different energies, the second the loss of momentum. If \(\gamma\le1\), then \(c\ge0\) and dropping the first term can only lower \(Q\). What remains is \(\int w\nu u^2dx\), with the local momentum-loss rate

\[
\nu(x)=\frac{\gamma\Gamma}{a^5w(x)}\int_{-a}^{a}S\,z^2dz
=\frac{\gamma\Gamma}{a^5}\int_0^a z^4\coth\frac z2\,\frac{1+\cosh x}{\cosh x+\cosh z}\,dz . \tag{9}
\]

The second form comes from adding the terms at \(\pm z\):

\[
\frac1{\cosh\frac{x+z}2}+\frac1{\cosh\frac{x-z}2}=\frac{4\cosh\frac x2\cosh\frac z2}{\cosh x+\cosh z}.
\]

Cauchy-Schwarz gives \((\int wu)^2\le\int w\nu u^2\int w/\nu\). With \(\langle\cdot\rangle=\int w\,(\cdot)\,dx\), the two bounds are

\[
\frac{1}{\langle1/\nu\rangle}\le\frac{ne^2}{m}\rho\le\langle\nu\rangle=\frac{ne^2}{m}\rho_{BG}. \tag{10}
\]

The fraction in (9) increases with \(|x|\), so electrons away from the Fermi level lose momentum faster. A constant trial function ignores this variation.

## The discretised equation

The functions in (5) become exponentially small at large \(|x|\), which would condition a matrix badly. Put \(t=2\cosh(x/2)\,\psi\) and multiply (5) by \(2\cosh(x/2)\). With \(K(z)=z^2/(2|\sinh(z/2)|)\) and time in units of \(1/\Gamma\),

\[
D(x)\psi(x)-\frac1{a^3}\int_{-a}^aK\,c\,\psi(x+z)\,dz=b(x),\qquad b=\frac1{2\cosh(x/2)}, \tag{11}
\]

\[
D(x)=\frac1{a^3}\int_{-a}^{a}K(z)\,\frac{\cosh(x/2)}{\cosh[(x+z)/2]}\,dz .
\]

The algorithm is as follows.

1. Choose an even integer \(M\ge16\) with \(h=a/M\le0.1\), so that the cutoff \(|z|=a\) falls on a node. Set \(x_i=ih\) for \(|x_i|\) up to about 30.
2. Apply Simpson's rule separately on \([-a,0]\) and \([0,a]\), because \(K\approx|z|\) has a kink at zero. Call the weights \(s_k\), with \(s_k=s_{-k}\) and \(s_k=0\) for \(|k|>M\).
3. Form the symmetric matrix \(A_{ij}=D_i\delta_{ij}-a^{-3}s_{j-i}K(z_{j-i})c(z_{j-i})\), with \(D_i\) computed from the same weights.
4. Solve \(A\psi=b\) by Cholesky factorisation.
5. Evaluate \(\rho=(m\Gamma/ne^2)\big/\big(h\sum_ib_i\psi_i\big)\), since \(wt=b\psi\).

Using the same weights for gain and loss is a safeguard at low temperature. For constant \(t\) the two terms cancel except for the part proportional to \(\gamma z^2/a^2\). At 20 K, where \(a=16\), the prefactor \(\gamma/a^2\) is 0.003. Different quadrature errors in gain and loss would leave a false momentum loss beside this small remainder. At 20 K and \(h=0.1\) it would change \(\rho\) by only about one part in a million, but its share grows as the temperature falls or the step widens.

## Error analysis

**Step size.** On each half-interval Simpson's rule has the leading error (exact minus computed value) \(-(h^4/180)[F'''(a)-F'''(0)]\) for a smooth integrand \(F\). Roughly halving the step changed \(\rho\) by at most \(5.3\times10^{-5}\), relative to \(\rho\), at the eight temperatures tested (20, 40, 60, 80, 120, 200, 300 and 400 K). If the \(h^4\) term dominates, the finer result is in error by about one fifteenth of this, or \(4\times10^{-6}\).

**Range.** Setting \(\psi=0\) outside the grid restricts the trial functions, while \(D\) still counts transitions out of it. The weight at the edge is \(w(30)\approx e^{-30}\approx10^{-13}\).

**What the inequality tests.** The matrix \(A\) has its own Cauchy-Schwarz inequality, so the discrete solution must lie below the discrete constant-trial value even on a poor grid. That comparison would test nothing. The upper bound was therefore evaluated from (1) by separate adaptive quadrature. At each of the eight temperatures the gap was required to exceed ten times the change on coarsening the grid, and it did.

**A second discretisation.** Minimising (7) over combinations of the even Legendre polynomials \(P_{2j}(\tanh(x/6))\), with Gauss-Legendre quadrature in \(z\), gives values that fall as functions are added. At 44.6 K they exceed the grid result by 12 % with one function, 0.15 % with two and \(6\times10^{-8}\) with nine, all relative to the grid result. The first is the Bloch-Grüneisen value. The last is of the same size as the error of the grid result at this temperature, about \(4\times10^{-8}\), so it shows agreement to that level and no further.

## Two limits of the gap

**High temperature.** For \(a\ll1\), \(\coth(z/2)\approx(2/z)(1+z^2/12)\). Since \(w=1/[2(1+\cosh x)]\), the fraction in (9) is approximately \(1-z^2w\). Integration gives

\[
\nu\approx\frac{\gamma\Gamma}{2a}\Big[1+\frac{2a^2}{3}\Big(\frac1{12}-w\Big)\Big].
\]

The relative distance between the bounds in (10) is, to leading order, the variance of \(\nu\) divided by \(\langle\nu\rangle^2\). With \(w\,dx=-df_0\) and \(w=f_0(1-f_0)\), one finds \(\langle w\rangle=1/6\) and \(\langle w^2\rangle=1/30\). The variance of \(w\) is \(1/30-1/36=1/180\), and the distance is \(\frac49a^4/180=a^4/405\).

The solution approaches the lower bound. To see this, insert \(u=1/\nu\) in (7). The exchange term in (8) then contains \((u-u')^2\), which relative to \(u^2\) is of order \((a^2z)^2\sim a^6\). The exchange weight \(\Gamma a^{-3}\iint S\) is of order \(\Gamma/a\), the same as \(\nu\), so the added cost is of relative order \(a^6\). Hence

\[
\delta=\frac{a^4}{405}+O(a^6). \tag{12}
\]

At \(a=0.2\) the computed gap is about 0.99 of the leading term.

**Low temperature.** For \(a\gg1\) the range of \(z\) may be extended to infinity. Put \(\varepsilon=\gamma/a^2\) and write \(L=\Gamma a^{-3}(L_0+\varepsilon L_1)\), with \(L_0u=\int S(u-u')dz\) and \(L_1u=\int Sz^2u'dz\). A constant costs nothing in \(L_0\). Take \(u=1+v\) with \(\int wv\,dx=0\), and let \(g=L_11\) and \(G=\int g\,dx\). To second order in small quantities,

\[
\frac{a^3}{\Gamma}Q=\varepsilon G+2\varepsilon\int vg\,dx+\int vL_0v\,dx .
\]

Minimising under the constraint gives \(L_0v=-\varepsilon(g-Gw)\); the multiplier is fixed by \(\int L_0v\,dx=0\). The reduction of \(Q\) is \(\varepsilon^2\int(g-Gw)L_0^{-1}(g-Gw)dx\), while \(Q\) itself begins with \(\varepsilon G\). If this integral is finite, \(\delta\propto\varepsilon\propto T^2\). The computed exponent between 2 and 4 K is 1.999, and at 2 K \(\delta\approx11.9\,(T/\Theta)^2\). Rapid exchange between energies forces \(t\) towards a constant, although \(\nu\) itself still varies.

Within equation (5), where \(|\mathbf k|\) is fixed at \(k_F\), the gap thus vanishes at both ends for different reasons: at high temperature the loss rate hardly depends on energy, and at low temperature energy exchange prevents the distribution from following it.

## A model metal in the regime of copper wiring

The parameters are round: 85 atoms per nm³, one free electron per atom, \(\Theta=320\) K, density 9.0 g/cm³ and \(C=6.5\) eV. From \(q_D^3=6\pi^2n\) and \(k_F^3=3\pi^2n\) it follows that \(\gamma=2^{-1/3}=0.794\), so both bounds apply. The resistivity unit \(m\Gamma/(ne^2)\) is 4.964 µΩ cm.

At 300 K, \(a=1.067\). Expanding the integrand in (1) as \(z^3(1-z^2/12+z^4/240)\) gives

\[
\rho_{BG}\approx4.964\times\frac{0.7937}{2\times1.067}\Big(1-\frac{a^2}{18}+\frac{a^4}{480}\Big)
\approx4.964\times0.3720\times0.9395\approx1.735\ \text{µΩ cm}.
\]

Full quadrature gives 1.7349 µΩ cm. An integration of the golden rule over momentum space with parabolic bands, which tests the prefactor, gives the same digits. The transport solution is 1.7309 µΩ cm, hence \(\delta=0.0040/1.7349=0.23\) %.

| T (K) | Upper (µΩ cm) | Solved | Lower | \(\delta\) (%) |
|---|---|---|---|---|
| 20 | 0.000934 | 0.000892 | 0.000524 | 4.5 |
| 40 | 0.02440 | 0.02181 | 0.01503 | 10.6 |
| 80 | 0.2269 | 0.2111 | 0.1884 | 7.0 |
| 120 | 0.5102 | 0.4934 | 0.4772 | 3.3 |
| 400 | 2.3770 | 2.3750 | 2.3747 | 0.08 |

The distance from the solution to the lower bound is the effect of the exchange term in (8). It is large at 20 K and almost gone at 400 K, as the two limits require.

The largest gap lies at 44.6 K, or \(0.14\,\Theta\). There \(t\) is 1339 fs at the Fermi level, 972 fs at \(x=4\) (15 meV) and 598 fs at \(x=8\) (31 meV). The constant trial function corresponds to 1107 fs at every energy.

## What real wiring changes

Copper has a room-temperature resistivity of roughly 1.7 µΩ cm. The model agrees because \(C\) was chosen for that purpose, so the agreement is no prediction. The single sound speed implied by \(\Theta\), 2.4 km/s, is about half that of longitudinal waves in copper, so the temperature of the largest gap also belongs to the model. Within the model, the Bloch-Grüneisen formula suffices at operating temperatures, and other omissions matter far more than the 0.23 % gap.

**Surfaces.** In a film of thickness \(d\) with diffuse surfaces, an electron at distance \(s\) along its path from the last surface carries the fraction \(1-e^{-s/\lambda}\) of its bulk response. Averaging over depth and over the direction cosine \(\eta\) to the normal gives

\[
\frac{\sigma_{film}}{\sigma}=\frac32\int_0^1(1-\eta^2)\Big[1-\frac{\lambda\eta}{d}\big(1-e^{-d/\lambda\eta}\big)\Big]d\eta .
\]

At 300 K the mean free path is \(\lambda=38\) nm, and a 20 nm film has 1.87 times the bulk resistivity. At 44.6 K, \(v_F\times1107\) fs is about 1.7 µm, so surfaces, grain boundaries and impurities would hide the 11 % gap in such a film.

**Umklapp.** In an fcc lattice with classical phonons and equal sound speeds, sampling the Fermi sphere gives total momentum loss about 4 times the normal part with a rigid-sphere form factor, and more than 20 times with constant coupling. The spread shows how crude these estimates are. The fitted \(C\) therefore absorbs umklapp scattering. For this sphere the smallest umklapp phonon corresponds to 55 K, close enough to the peak to alter the 10.8 %. Copper's real Fermi surface touches the zone boundary, which removes that threshold. The variational inequality needs only a symmetric, non-negative \(P\) and survives, but its constant-trial value is then no longer (1).

**Phonon drag.** Phonons driven out of equilibrium return momentum to the electrons. The net absorption rate of a phonon, from the golden rule with both spins, is

\[
\frac{2\pi}{\hbar}|M|^2\,2\sum_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega)=\frac{C^2m^2\omega}{2\pi\rho_mc_s\hbar^3}.
\]

Here the angular integral of the delta function gives \(m/(\hbar^2kq)\), \(k\,dk=m\,dE/\hbar^2\), and the remaining integral of the difference in occupation is \(\hbar\omega\). For a phonon of energy \(5kT\) at 30 K the rate is \(1.1\times10^{11}\) s⁻¹, against \(c_s/d=1.2\times10^{11}\) s⁻¹ for escape to the boundary of a 20 nm film. If these are the two competing processes, about half of the momentum of such phonons returns to the electrons. This is probably too high for a real metal, because the fitted \(C\) also absorbs umklapp scattering. Refitting the rigid-sphere estimate, whose form factor also reduces the normal part, to the same resistivity gives an effective \(C^2\) of about 0.45 of the fitted value at this wavenumber and a share near 0.29; the constant-coupling estimate would give less than 0.05. The share is uncertain, but equilibrium phonons cannot be taken for granted at such temperatures. Drag alone does not break the upper bound (1), although surface or umklapp scattering of the electrons can lift the resistivity above it. Write the phonon occupation as \(N+N(N+1)\chi\). Each absorption process then contributes \(P(\varphi+\chi-\varphi')^2\) to the quadratic form, and other phonon relaxation adds a non-negative term that vanishes at \(\chi=0\). The field drives only the electrons, so the Cauchy-Schwarz argument holds as before, and the trial choice \(\chi=0\) gives (7) again. The lower bound in (10) is no longer guaranteed, because drag can reduce the resistivity.

**Band energy.** The Debye energy is 0.4 % of the Fermi energy, so \(|\mathbf k|\) changes little in a collision. For a trial shift proportional to \(\mathbf k\), a parabolic band leaves the Bloch-Grüneisen value unchanged, because the factor \(k\) from the density of states cancels the \(1/k\) from the angular integral; the momentum-space integration therefore tests only the prefactor. The transport solution does change. The driving term carries the weight \((E/E_F)^{3/2}\), whose thermal variance adds up to about \((3\pi^2/4)(kT/E_F)^2\) to the gap. With parabolic bands \(\delta\) is 0.24 % at 300 K instead of 0.23 %, 0.10 % at 400 K instead of 0.08 % and 0.11 % at 1000 K instead of 0.003 %, so (12) is overtaken between 400 and 600 K and the gap no longer vanishes at high temperature. The peak near 45 K is unaffected.

The full set of values is in the numerical output.

## Computed results

```
Model metal, round parameters
atom density 85 nm^-3, Debye temperature 320 K
mass density 9.0 g/cm3, coupling 6.5 eV
kF 13.60 nm^-1, qD 17.14 nm^-1, gamma 0.7937
Fermi energy 7.05 eV, Fermi speed 1.575e+06 m/s
sound speed 2445 m/s, rate unit 1.189e+14 1/s
resistivity unit m*rate/(n e^2) 4.964 uOhm cm
300 K Bloch-Gruneisen, formula 1.73493 uOhm cm
300 K same, momentum space 1.73493 uOhm cm
T (K) | upper bound, solved, lower bound (uOhm cm) | gap (%)
  20 | 0.000934 0.000892 0.000524 | 4.5330
  40 | 0.024403 0.021805 0.015034 | 10.6470
  60 | 0.104706 0.094635 0.076615 | 9.6177
  80 | 0.226921 0.211098 0.188400 | 6.9729
 120 | 0.510193 0.493373 0.477168 | 3.2968
 200 | 1.071673 1.062512 1.058155 | 0.8548
 300 | 1.734932 1.730942 1.729974 | 0.2300
 400 | 2.376991 2.375019 2.374735 | 0.0830
largest relative change on halving the step 5.3e-05
largest gap 10.830 % at 44.6 K, T/Debye 0.139
Ritz value / grid solution - 1 at that temperature:
  1 functions: 1.21e-01
  2 functions: 1.47e-03
  3 functions: 6.22e-04
  5 functions: 1.53e-05
  9 functions: 6.48e-08
constant-trial time there 1106.58 fs
  x=0, E-mu=0.00 meV: t=1338.90 fs, ratio 1.2099
  x=2, E-mu=7.69 meV: t=1188.51 fs, ratio 1.0740
  x=4, E-mu=15.38 meV: t=972.02 fs, ratio 0.8784
  x=8, E-mu=30.75 meV: t=598.24 fs, ratio 0.5406
high T: gap/(a^4/405) at a=0.2: 0.9871
low T: gap exponent in T, 2 to 4 K: 1.9994
low T: gap*(Debye/T)^2 at 2 K: 11.866
300 K: time 24.12 fs, mean free path 38.0 nm
20 nm film, diffuse surfaces: factor 1.87
all/normal scattering, high T, constant coupling: 23.5
all/normal scattering, high T, rigid-sphere factor: 3.8
smallest umklapp phonon: 55 K
phonon of energy 5kT at 30 K: decay to electrons 1.09e+11 1/s
boundary escape rate 1.22e+11 1/s, share returned 0.47
Debye energy 27.6 meV, relative to Fermi energy 0.0039
```
